# Low- and High-Temperature Anchors for the Semi-Grand Potential of an Alloy: verification in Python

```python
"""
Result under test: two expansions of the semi-grand potential phi per site,
  phi = -(1/(beta N)) ln sum_sigma exp(-beta H),   H = E - mu N_B,
for a cluster expansion E on the square lattice, used as integration anchors.
Low temperature:  beta phi = beta H0/N - (1/N) sum_i exp(-beta Delta_i) - ...
High temperature: beta phi = -ln 2 + beta k1 - beta^2 k2/2 + beta^3 k3/6 - ...
Symbols: spin +1 = B atom, -1 = A atom; V1 nearest pair, V2 diagonal pair,
V3 right-angle triplet; mu exchange potential; Delta_i energy H of one flip;
k1, k2, k3 cumulants of H per site over equally weighted configurations;
c fraction of B atoms. Energies are in eV, beta in 1/eV.
Reference values: enumeration, the exact infinite lattice, and the transfer
matrix of an infinitely long periodic strip.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh

KB = constants.k / constants.e
HARTREE = constants.physical_constants["Hartree energy in eV"][0]


def torus_energy(s, V, mu):
    """Total H of spin arrays (..., L, L) with periodic boundaries."""
    V1, V2, V3 = V
    r = np.roll(s, -1, axis=-1)
    d = np.roll(s, -1, axis=-2)
    x = np.roll(r, -1, axis=-2)
    density = (V1 * (s * r + s * d) + V2 * (s * x + r * d)
               + V3 * (s * r * d + s * r * x + s * d * x + r * d * x)
               - mu * (1 + s) / 2)
    return density.sum(axis=(-2, -1))


def spin_table(n):
    """All 2**n spin configurations of n sites."""
    return 2.0 * ((np.arange(2**n)[:, None] >> np.arange(n)) & 1) - 1.0


def cumulants(V, mu):
    """Derived formulas for k1, k2, k3 per site."""
    V1, V2, V3 = V
    h = -mu / 2
    k2 = 2 * V1**2 + 2 * V2**2 + 4 * V3**2 + h**2
    k3 = 6 * (4 * V1**2 * V2 + 2 * (V1 + V2) * h**2
              + (4 * V1 + 2 * V2) * V3**2 + (8 * V1 + 4 * V2) * V3 * h)
    return h, k2, k3


def hot_series(beta, V, mu, order=3):
    """beta*phi from the cumulant expansion up to the given order."""
    k1, k2, k3 = cumulants(V, mu)
    terms = [-np.log(2), beta * k1, -beta**2 * k2 / 2, beta**3 * k3 / 6]
    return sum(terms[:order + 1])


def strip(beta, mu, V, width=8):
    """Return beta*phi, <H> per site and c of an infinitely long strip."""
    V1, V2, V3 = V
    S = spin_table(width)
    R = np.roll(S, -1, axis=1)
    P = S * R
    n_b = (1 + S).sum(axis=1) / 2
    row = V1 * P.sum(axis=1) - mu * n_b
    diagonal = S @ R.T
    triplet = P @ (S + R).T
    H = ((row[:, None] + row[None, :]) / 2 + V1 * (S @ S.T)
         + V2 * (diagonal + diagonal.T) + V3 * (triplet + triplet.T))
    low = H.min()
    T = np.exp(-beta * (H - low))
    n = len(S)
    w, v = eigh(T, subset_by_index=[n - 1, n - 1])
    lam, vec = w[0], v[:, 0]
    beta_phi = (beta * low - np.log(lam)) / width
    mean_h = vec @ ((H * T) @ vec) / (lam * width)
    return beta_phi, mean_h, (vec**2) @ n_b / width


def gauss(f, a, b, n=32):
    """Signed Gauss-Legendre integral of f from a to b."""
    x, w = np.polynomial.legendre.leggauss(n)
    points = (a + b) / 2 + (b - a) / 2 * x
    return (b - a) / 2 * sum(wi * f(p) for wi, p in zip(w, points))


def exact_log_z(K):
    """Exact ln Z per site, infinite lattice, nearest pairs only, mu = 0."""
    k = 2 * np.sinh(2 * K) / np.cosh(2 * K)**2
    f = lambda t: np.log((1 + np.sqrt(1 - (k * np.sin(t))**2)) / 2)
    integral = quad(f, 0, np.pi / 2, epsabs=1e-14, epsrel=1e-12)[0]
    return np.log(2 * np.cosh(2 * K)) + integral / np.pi


# Cumulant formulas against all configurations of a 4 x 4 torus.
# Large mixed couplings make every term of the formulas matter.
V_test, mu_test = (1.0, -0.6, 0.8), 0.9
H_all = torus_energy(spin_table(16).reshape(-1, 4, 4), V_test, mu_test)
centred = H_all - H_all.mean()
counted = np.array([H_all.mean(), (centred**2).mean(),
                    (centred**3).mean()]) / 16
derived = np.array(cumulants(V_test, mu_test))
assert np.allclose(counted, derived, rtol=1e-9, atol=1e-9)

# Next terms of both expansions against the exact infinite lattice.
K_hot, K_cold = 0.05, 1.5
rest_hot = exact_log_z(K_hot) - np.log(2) - K_hot**2
rest_cold = exact_log_z(K_cold) - 2 * K_cold - np.exp(-8 * K_cold)
ratio_hot = rest_hot / (5 * K_hot**4 / 6)
ratio_cold = rest_cold / (2 * np.exp(-12 * K_cold))
assert abs(ratio_hot - 1) < 0.01
assert abs(ratio_cold - 1) < 0.015
assert abs(strip(0.1, 0.0, (1.0, 0.0, 0.0))[0] + exact_log_z(0.1)) < 1e-7

# Model of the worked example.
V = (0.020, -0.004, 0.001)
V1, V2, V3 = V
mu = 0.020
k1, k2, k3 = cumulants(V, mu)

# Ground state: H is a sum over squares; find the minimizing squares.
q = spin_table(4)
a, b, c4, d = q.T
square = (V1 / 2 * (a * b + b * c4 + c4 * d + d * a) + V2 * (a * c4 + b * d)
          + V3 * (a * b * c4 + b * c4 * d + c4 * d * a + d * a * b)
          - mu / 4 * ((1 + q) / 2).sum(axis=1))
lowest = q[square < square.min() + 1e-10]
assert len(lowest) == 2
assert all(s[0] == s[2] == -s[1] == -s[3] for s in lowest)
square_gap = np.sort(square)[2] - square.min()

# Flip energies from explicit energy differences on an 8 x 8 checkerboard.
i, j = np.indices((8, 8))
board = np.where((i + j) % 2 == 0, 1.0, -1.0)
H_board = torus_energy(board, V, mu)
H0 = H_board / 64
assert abs(H0 - square.min()) < 1e-12


def flip_cost(*sites):
    s = board.copy()
    for site in sites:
        s[site] *= -1
    return torus_energy(s, V, mu) - H_board


delta_b, delta_a = flip_cost((0, 0)), flip_cost((0, 1))
assert abs(delta_b - (8 * (V1 - V2 + V3) + mu)) < 1e-12
assert abs(delta_a - (8 * (V1 - V2 - V3) - mu)) < 1e-12

pairs = []
for first in [(0, 0), (0, 1)]:
    for second in np.ndindex(8, 8):
        if second != first:
            separate = flip_cost(first) + flip_cost(second)
            pairs.append((separate, flip_cost(first, second) - separate))
pairs = np.array(pairs)
linked = np.abs(pairs[:, 1]) > 1e-10
pair_min = pairs[linked].sum(axis=1).min()
assert min(pair_min, 2 * delta_a) > max(delta_a, delta_b)


def one_flip(beta):
    return (np.exp(-beta * delta_a) + np.exp(-beta * delta_b)) / 2


def two_flip(beta):
    """Two-flip part of ln Z per site; both sublattices are averaged."""
    separate, W = pairs[linked].T
    pair_sum = (np.exp(-beta * separate) * np.expm1(-beta * W)).sum() / 4
    same = (np.exp(-2 * beta * delta_a) + np.exp(-2 * beta * delta_b)) / 4
    return pair_sum - same


def cold_series(beta):
    return beta * H0 - one_flip(beta)


# Remainders of the full model against the strip.
beta_low = 60.0
rest = cold_series(beta_low) - strip(beta_low, mu, V)[0]
ratio_two = rest / two_flip(beta_low)
assert abs(ratio_two - 1) < 0.05
rests = [strip(x, mu, V)[0] - hot_series(x, V, mu) for x in (0.4, 0.8)]
power = np.log2(rests[1] / rests[0])
assert abs(power - 4) < 0.1

# Anchors and target.
T_hot, T_cold, T_goal = 6000.0, 300.0, 600.0
b_hot, b_cold, b_goal = (1 / (KB * T) for T in (T_hot, T_cold, T_goal))

# Compositions obtained by differentiating the expansions.
c_cold = 0.5 + (np.exp(-b_cold * delta_a) - np.exp(-b_cold * delta_b)) / 2
c_cold_strip = strip(b_cold, mu, V)[2]
assert abs(c_cold - c_cold_strip) < 0.05 * abs(c_cold_strip - 0.5)
x = 0.5
c_second = x**2 / 2 * (4 * (V1 + V2) * k1 + (8 * V1 + 4 * V2) * V3)
c_hot = 0.5 + x * mu / 4 + c_second
c_hot_strip = strip(x, mu, V)[2]
assert abs(c_hot - c_hot_strip) < 0.15 * abs(c_second)

# Integration in beta at fixed mu from both anchors.
mean_h = lambda y: strip(y, mu, V)[1]
start_hot, start_cold = hot_series(b_hot, V, mu), cold_series(b_cold)
end_hot = start_hot + gauss(mean_h, b_hot, b_goal)
end_cold = start_cold + gauss(mean_h, b_cold, b_goal)
direct = strip(b_goal, mu, V)[0]
err_hot = start_hot - strip(b_hot, mu, V)[0]
err_cold = start_cold - strip(b_cold, mu, V)[0]
assert abs((end_hot - direct) - err_hot) < 1e-7
assert abs((end_cold - direct) - err_cold) < 1e-7
assert abs(end_hot - end_cold) / b_goal < 5e-6

# Continuation in mu at the target temperature.
mu_end = 0.120
area = gauss(lambda m: strip(b_goal, m, V)[2], mu, mu_end)
phi_end = end_hot / b_goal - area
phi_end_direct = strip(b_goal, mu_end, V)[0] / b_goal
assert abs(phi_end - phi_end_direct) < 2e-6
width_shift = (strip(b_goal, mu, V, 6)[0] - direct) / b_goal

print(f"V1, V2, V3, mu = {V1:.3f}, {V2:.3f}, {V3:.3f}, {mu:.3f} eV")
print("4x4 torus test, V1, V2, V3, mu =", *V_test, mu_test, "(eV)")
print("  k1, k2, k3 counted:", np.round(counted, 6), "eV, eV^2, eV^3")
print("  k1, k2, k3 derived:", np.round(derived, 6), "eV, eV^2, eV^3")
print(f"Infinite lattice, K = {K_hot}: rest/(5K^4/6) = {ratio_hot:.5f}")
print(f"Infinite lattice, K = {K_cold}: rest/(2exp(-12K)) = {ratio_cold:.5f}")
print(f"Model k1 = {k1:.4f} eV, k2 = {k2:.4e} eV^2, k3 = {k3:.4e} eV^3")
print(f"Ground state H0/N = {H0:.4f} eV, square gap = {square_gap:.4f} eV")
print(f"Flip B to A = {delta_b:.4f} eV, flip A to B = {delta_a:.4f} eV")
print(f"Cheapest linked pair of flips = {pair_min:.4f} eV")
print(f"beta = {beta_low:.0f}/eV: rest/two-flip term = {ratio_two:.4f}")
print(f"Hot remainder power between beta 0.4 and 0.8/eV = {power:.4f}")
print(f"c at {T_cold:.0f} K: series {c_cold:.7f}, strip {c_cold_strip:.7f}")
print(f"c at beta {x}/eV: series {c_hot:.7f}, strip {c_hot_strip:.7f}")
print("Hot series: T (K), phi strip (eV), errors of orders 1, 2, 3 (eV)")
for T in (6000, 3000, 1500, 1000, 600):
    y = 1 / (KB * T)
    ref = strip(y, mu, V)[0]
    errors = [(hot_series(y, V, mu, n) - ref) / y for n in (1, 2, 3)]
    print(f"  {T:5d} {ref / y:.8f}", *(f"{e:.3e}" for e in errors))
print("Cold series: T (K), phi strip (eV), errors with 0, 1, 2 flips (eV)")
for T in (200, 300, 400, 500, 600):
    y = 1 / (KB * T)
    ref = strip(y, mu, V)[0]
    values = (y * H0, cold_series(y), cold_series(y) - two_flip(y))
    print(f"  {T:5d} {ref / y:.8f}", *(f"{(z - ref) / y:.3e}" for z in values))
print(f"beta hot, goal, cold = {b_hot:.5f}, {b_goal:.5f}, {b_cold:.5f} /eV")
print(f"beta*phi at anchors: hot {start_hot:.8f}, cold {start_cold:.8f}")
print(f"beta*phi errors at anchors: hot {err_hot:.3e}, cold {err_cold:.3e}")
print(f"beta*phi errors at {T_goal:.0f} K: hot {end_hot - direct:.3e},"
      f" cold {end_cold - direct:.3e}")
print(f"phi at {T_goal:.0f} K from hot anchor  = {end_hot / b_goal:.8f} eV")
print(f"phi at {T_goal:.0f} K from cold anchor = {end_cold / b_goal:.8f} eV")
print(f"phi at {T_goal:.0f} K from eigenvalue  = {direct / b_goal:.8f} eV")
print(f"  the same in hartree = {direct / b_goal / HARTREE:.9f}")
print(f"Width 6 minus width 8 at {T_goal:.0f} K = {width_shift:.3e} eV")
print(f"Integral of c from mu {mu:.3f} to {mu_end:.3f} eV = {area:.8f} eV")
print(f"phi at mu {mu_end:.3f} eV: path {phi_end:.8f},"
      f" eigenvalue {phi_end_direct:.8f} eV")
print("finished without a failed check")
```

Running it gives:

```
V1, V2, V3, mu = 0.020, -0.004, 0.001, 0.020 eV
4x4 torus test, V1, V2, V3, mu = 1.0 -0.6 0.8 0.9 (eV)
  k1, k2, k3 counted: [ -0.45     5.4825 -14.772 ] eV, eV^2, eV^3
  k1, k2, k3 derived: [ -0.45     5.4825 -14.772 ] eV, eV^2, eV^3
Infinite lattice, K = 0.05: rest/(5K^4/6) = 1.00215
Infinite lattice, K = 1.5: rest/(2exp(-12K)) = 1.00561
Model k1 = -0.0100 eV, k2 = 9.3600e-04 eV^2, k3 = -2.7408e-05 eV^3
Ground state H0/N = -0.0580 eV, square gap = 0.0410 eV
Flip B to A = 0.2200 eV, flip A to B = 0.1640 eV
Cheapest linked pair of flips = 0.3040 eV
beta = 60/eV: rest/two-flip term = 1.0210
Hot remainder power between beta 0.4 and 0.8/eV = 4.0038
c at 300 K: series 0.5007781, strip 0.5007801
c at beta 0.5/eV: series 0.5024380, strip 0.5024389
Hot series: T (K), phi strip (eV), errors of orders 1, 2, 3 (eV)
   6000 -0.36930885 9.240e-04 1.888e-05 1.793e-06
   3000 -0.19108568 1.893e-03 8.297e-05 1.462e-05
   1500 -0.10361399 4.018e-03 3.972e-04 1.238e-04
   1000 -0.07623860 6.508e-03 1.077e-03 4.617e-04
    600 -0.06000430 1.417e-02 5.114e-03 3.406e-03
Cold series: T (K), phi strip (eV), errors with 0, 1, 2 flips (eV)
    200 -0.05800066 6.604e-07 7.973e-10 1.894e-11
    300 -0.05802577 2.577e-05 4.426e-07 4.644e-08
    400 -0.05818928 1.893e-04 1.219e-05 2.897e-06
    500 -0.05871610 7.161e-04 1.066e-04 4.409e-05
    600 -0.06000430 2.004e-03 5.536e-04 3.299e-04
beta hot, goal, cold = 1.93409, 19.34086, 38.68173 /eV
beta*phi at anchors: hot -0.71427174, cold -2.24451970
beta*phi errors at anchors: hot 3.468e-06, cold 1.712e-05
beta*phi errors at 600 K: hot 3.468e-06, cold 1.712e-05
phi at 600 K from hot anchor  = -0.06000412 eV
phi at 600 K from cold anchor = -0.06000341 eV
phi at 600 K from eigenvalue  = -0.06000430 eV
  the same in hartree = -0.002205117
Width 6 minus width 8 at 600 K = -1.324e-04 eV
Integral of c from mu 0.020 to 0.120 eV = 0.05765222 eV
phi at mu 0.120 eV: path -0.11765634, eigenvalue -0.11765652 eV
finished without a failed check
```
